\section*{Hyperfine Intervals of the 2P Levels of Hydrogen}

\section*{Problem}

The electron of a hydrogen atom is treated nonrelativistically, with mass $m$, charge $-e$ and magnetic moment $-g_s\mu_B\mathbf S$, where $g_s=2$ and $\mu_B=e\hbar/2m$. The proton is a fixed point with moment $\boldsymbol\mu=g_p\mu_N\mathbf I$, $I=\tfrac12$, $\mu_N=e\hbar/2M$, $M$ being the proton mass. Angular momenta are in units of $\hbar$, with $\mathbf J=\mathbf L+\mathbf S$ and $\mathbf F=\mathbf J+\mathbf I$, and there is no external field. The fine structure is given: the levels $2P_{1/2}$ and $2P_{3/2}$ are separated by the spin--orbit term $\tfrac12\alpha^2E_ha_0^3\,\mathbf L\cdot\mathbf S/r^3$, where $a_0=\hbar/mc\alpha$ and $E_h=\alpha^2mc^2$.

To first order in $\boldsymbol\mu$, find the hyperfine interval of each 2P level as a fraction of the 1S interval $E_F$ of the same model and in MHz, and estimate the error of stopping at first order.

\section*{A tempting solution}

One of the six steps below is false.

\paragraph{Step 1: the coupling.} The proton moment produces the vector potential $\mathbf A=(\mu_0/4\pi)\,f(r)\,\boldsymbol\mu\times\mathbf r$ with $f=r^{-3}$. With $\mathbf n=\mathbf r/r$, its divergence contains $f'\,\mathbf n\cdot(\boldsymbol\mu\times\mathbf r)+f\,\nabla\cdot(\boldsymbol\mu\times\mathbf r)$, and both terms vanish, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$. Expanding $(\mathbf p+e\mathbf A)^2/2m$, dropping the $A^2$ term as second order, and adding the energy of the electron moment in the field $\nabla\times\mathbf A$ gives
\begin{equation}
H=\frac{e}{m}\,\mathbf A\cdot\mathbf p+g_s\mu_B\,\mathbf S\cdot(\nabla\times\mathbf A).
\end{equation}
The cyclic property of the triple product gives $(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p=\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)=\hbar\,\boldsymbol\mu\cdot\mathbf L$. Since $e\hbar/m=2\mu_B$, the first term is $K\,\mathbf I\cdot\mathbf L/r^3$ with
\begin{equation}
K=\frac{\mu_0}{4\pi}\,2\mu_B\,g_p\mu_N .
\end{equation}
For the second term, $\nabla\times(f\,\boldsymbol\mu\times\mathbf r)=f\,\nabla\times(\boldsymbol\mu\times\mathbf r)+f'\,\mathbf n\times(\boldsymbol\mu\times\mathbf r)$. Here $\nabla\times(\boldsymbol\mu\times\mathbf r)=\boldsymbol\mu\,(\nabla\cdot\mathbf r)-(\boldsymbol\mu\cdot\nabla)\mathbf r=2\boldsymbol\mu$ and $\mathbf n\times(\boldsymbol\mu\times\mathbf r)=r[\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)]$. Writing $\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)=\tfrac23\boldsymbol\mu-\tfrac13[3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu]$ separates an isotropic part from the rest:
\begin{equation}
\nabla\times(f\,\boldsymbol\mu\times\mathbf r)=\Big(2f+\tfrac23 rf'\Big)\boldsymbol\mu-\tfrac13 rf'\,\big[3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu\big].
\end{equation}
For $f=r^{-3}$ the first bracket is zero at $r>0$ and undefined at the origin. The origin is resolved by smoothing the moment over a length $\epsilon$, with $f=(r^2+\epsilon^2)^{-3/2}$ and $rf'=-3r^2(r^2+\epsilon^2)^{-5/2}$. Then
\begin{equation}
2f+\tfrac23rf'=\frac{2\epsilon^2}{(r^2+\epsilon^2)^{5/2}},\qquad -\tfrac13rf'=\frac{r^2}{(r^2+\epsilon^2)^{5/2}} .
\end{equation}
The second function tends to $r^{-3}$ as $\epsilon\to0$. The first tends to zero at every $r>0$, but its volume integral does not depend on $\epsilon$: because $\frac{d}{dr}\big[r^3(r^2+\epsilon^2)^{-3/2}\big]=3\epsilon^2r^2(r^2+\epsilon^2)^{-5/2}$,
\begin{equation}
4\pi\int_0^\infty\frac{2\epsilon^2r^2\,dr}{(r^2+\epsilon^2)^{5/2}}=\frac{8\pi}{3}\left[\frac{r^3}{(r^2+\epsilon^2)^{3/2}}\right]_0^\infty=\frac{8\pi}{3}.
\end{equation}
Its limit is therefore $(8\pi/3)\,\delta^3(\mathbf r)$. Using $\mathbf S\cdot[3\mathbf n(\mathbf n\cdot\mathbf I)-\mathbf I]=\mathbf I\cdot[3\mathbf n(\mathbf n\cdot\mathbf S)-\mathbf S]$,
\begin{equation}
H=K\,\mathbf I\cdot\left[\frac{\mathbf L}{r^3}+\frac{g_s}{2}\,\frac{\mathbf D}{r^3}+\frac{g_s}{2}\,\frac{8\pi}{3}\,\delta^3(\mathbf r)\,\mathbf S\right],\qquad \mathbf D=3\mathbf n(\mathbf n\cdot\mathbf S)-\mathbf S .
\label{H}
\end{equation}
The three terms are called orbital, spin-dipolar and contact.

\paragraph{Step 2: the 1S interval.} In 1S, $\mathbf L$ gives zero. The state is a spherical spatial function times a spinor, the angular average of $n_an_b$ is $\delta_{ab}/3$, and so $\mathbf D$ averages to zero at each $r$ (for finite $\epsilon$ the radial integral converges, and the zero survives the limit). The contact term remains, with $|\psi(0)|^2=1/\pi a_0^3$. From $\mathbf F^2=(\mathbf I+\mathbf S)^2$, $\mathbf I\cdot\mathbf S=\tfrac12[F(F+1)-\tfrac32]$ is $+\tfrac14$ for $F=1$ and $-\tfrac34$ for $F=0$, a difference of one. With $g_s=2$,
\begin{equation}
E_F=\frac83\,\frac{K}{a_0^3}.
\end{equation}

\paragraph{Step 3: the radial factor.} The 2p radial function is $R=r\,e^{-r/2a_0}/\sqrt{24a_0^5}$, normalized because $\int_0^\infty r^4e^{-r/a_0}dr=24a_0^5$. It vanishes at the origin, so the contact term drops out, and
\begin{equation}
\langle r^{-3}\rangle=\frac{1}{24a_0^5}\int_0^\infty r\,e^{-r/a_0}dr=\frac{1}{24a_0^3},\qquad K\langle r^{-3}\rangle=\frac{1}{24}\cdot\frac38E_F=\frac{E_F}{64}.
\end{equation}

\paragraph{Step 4: the dipolar term.} Let $|m_l\,m_s\rangle$ denote the $l=1$ product states, with $Y_{10}=\sqrt{3/4\pi}\cos\theta$ and $Y_{11}=-\sqrt{3/8\pi}\sin\theta\,e^{i\varphi}$. Applying $J_-=L_-+S_-$ to $|\tfrac32,\tfrac32\rangle=|1\uparrow\rangle$ gives $\sqrt2\,|0\uparrow\rangle+|1\downarrow\rangle$, and the $j=\tfrac12$ state is orthogonal to this:
\begin{equation}
|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac13}\,|1\downarrow\rangle+\sqrt{\tfrac23}\,|0\uparrow\rangle,\qquad
|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac23}\,|1\downarrow\rangle-\sqrt{\tfrac13}\,|0\uparrow\rangle .
\label{CG}
\end{equation}
The angular density of $|\tfrac12,\tfrac12\rangle$ is $\tfrac23|Y_{11}|^2+\tfrac13|Y_{10}|^2=(\sin^2\theta+\cos^2\theta)/4\pi$, which is spherical. The density of the $j=\tfrac32$ level, averaged over its four substates, is spherical too, since no direction is singled out. As in 1S, $\mathbf D$ then averages to zero, and $H$ reduces to $K\langle r^{-3}\rangle\,\mathbf I\cdot\mathbf L$.

\paragraph{Step 5: projection on $\mathbf J$.} Let $\mathbf N$ be an electronic vector operator, $[J_a,N_b]=i\varepsilon_{abc}N_c$, and let $P_j$ project on the 2P states of given $j$. Then $[F_a,\mathbf I\cdot\mathbf N]=i\varepsilon_{abc}(I_cN_b+I_bN_c)=0$, because a symmetric expression is contracted with $\varepsilon_{abc}$. $P_j$ commutes with $\mathbf J$ and $\mathbf I$, so $W=P_j\,\mathbf I\cdot\mathbf N\,P_j$ commutes with $\mathbf F$. In this space $F=j\pm\tfrac12$ and each pair $(F,M_F)$ occurs once. Commuting with $\mathbf F^2$ and $F_z$ makes $W$ diagonal, and commuting with $F_\pm$ makes it independent of $M_F$. It thus has two values, and so has
\begin{equation}
\mathbf I\cdot\mathbf J=\tfrac12\big[F(F+1)-j(j+1)-\tfrac34\big]=
\begin{cases}j/2,&F=j+\tfrac12,\\ -(j+1)/2,&F=j-\tfrac12.\end{cases}
\label{IJ}
\end{equation}
Two constants can match two values, so $W=c_0+\lambda\,\mathbf I\cdot\mathbf J$. The trace over the proton spin removes everything linear in $\mathbf I$, hence $c_0=0$. Multiplying by $I_a$ and using $\mathrm{Tr}(I_aI_b)=\tfrac12\delta_{ab}$ gives $P_jN_aP_j=\lambda J_a$. Multiplying on the right by $J_a$ and summing gives $\lambda\,j(j+1)=\langle\mathbf N\cdot\mathbf J\rangle$. For $H=K\langle r^{-3}\rangle\,\mathbf I\cdot\mathbf N$ the level shift is $A_j\,\mathbf I\cdot\mathbf J$, and (\ref{IJ}) fixes the interval $\Delta_j$, upper $F$ minus lower $F$:
\begin{equation}
A_j=K\langle r^{-3}\rangle\,\frac{\langle\mathbf N\cdot\mathbf J\rangle}{j(j+1)},\qquad \Delta_j=\big(j+\tfrac12\big)A_j .
\label{proj}
\end{equation}

\paragraph{Step 6: the orbital interval.} From $\mathbf J^2=(\mathbf L+\mathbf S)^2$, $\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]$ is $-1$ for $j=\tfrac12$ and $+\tfrac12$ for $j=\tfrac32$. Then $\mathbf L\cdot\mathbf J=l(l+1)+\mathbf L\cdot\mathbf S$ is $1$ and $\tfrac52$. With $\mathbf N=\mathbf L$,
\begin{equation}
\Delta^{\rm orb}_{1/2}=1\cdot\frac{E_F}{64}\cdot\frac{1}{3/4}=\frac{E_F}{48},\qquad
\Delta^{\rm orb}_{3/2}=2\cdot\frac{E_F}{64}\cdot\frac{5/2}{15/4}=\frac{E_F}{48}.
\end{equation}
Both levels would be split by the same amount, $E_F/48$.

\section*{The fault}

The false step is Step 4. The operator $D_a=(3n_an_b-\delta_{ab})S_b$ is a product of a function of direction and a spin. Replacing its mean by the product of the means is justified when the spin is the same in all directions. That holds in 1S, where the state is one spatial function times one spinor. It does not hold in (\ref{CG}), where different spatial functions go with different spinors.

Inserting the spherical harmonics, the angular part of $|\tfrac12,\tfrac12\rangle$, with the up component on top, is
\begin{equation}
-\frac{1}{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\varphi}\end{pmatrix}.
\end{equation}
A spinor $(\cos\tfrac\beta2,\ \sin\tfrac\beta2\,e^{i\varphi})$ has mean spin $\tfrac12(\sin\beta\cos\varphi,\sin\beta\sin\varphi,\cos\beta)$. Here $\beta=2\theta$, so the local spin is $\mathbf s=\tfrac12(\sin2\theta\cos\varphi,\sin2\theta\sin\varphi,\cos2\theta)$: up at the poles, down on the equator. The charge density is spherical and the spin density is not. Then $\mathbf n\cdot\mathbf s=\tfrac12\cos(2\theta-\theta)=\tfrac12\cos\theta$, and
\begin{equation}
3n_z(\mathbf n\cdot\mathbf s)-s_z=\tfrac32\cos^2\theta-\tfrac12(2\cos^2\theta-1)=\tfrac12(1+\cos^2\theta).
\end{equation}
This is positive everywhere, and its average over the sphere is $\langle D_z\rangle=\tfrac12(1+\tfrac13)=\tfrac23$. In the same state $\langle L_z\rangle=\tfrac23\cdot1+\tfrac13\cdot0=\tfrac23$. The discarded term is as large as the term kept.

For $j=\tfrac32$ the average over substates is the wrong quantity: by Step 5 any vector operator is proportional to $\mathbf J$ within the level, so its average over $m_j$ vanishes, and the same argument would have removed $\mathbf L$. In the single state $|1\uparrow\rangle$ the spin is uniform, with $\langle S_x\rangle=\langle S_y\rangle=0$, but the density goes as $\sin^2\theta$. With $u=\cos\theta$,
\begin{equation}
\langle\cos^2\theta\rangle=\frac{\int_{-1}^1u^2(1-u^2)\,du}{\int_{-1}^1(1-u^2)\,du}=\frac{4/15}{4/3}=\frac15,\qquad \langle D_z\rangle=\Big(\frac35-1\Big)\frac12=-\frac15 .
\end{equation}

\section*{The right solution}

Steps 1, 2, 3, 5 and 6 stand, and (\ref{proj}) must be used with $\mathbf N=\mathbf L+(g_s/2)\mathbf D$. This is a vector operator, because $\mathbf n$ and $\mathbf S$ are vectors under $\mathbf J$ and $\mathbf n\cdot\mathbf S$ is a scalar. The components of $\mathbf n$ commute with $\mathbf n\cdot\mathbf S$, so $\mathbf D\cdot\mathbf J=3(\mathbf n\cdot\mathbf S)(\mathbf n\cdot\mathbf J)-\mathbf S\cdot\mathbf J$. Three facts evaluate it. First, $\mathbf n\cdot\mathbf L\propto\varepsilon_{abc}x_ax_bp_c=0$, so $\mathbf n\cdot\mathbf J=\mathbf n\cdot\mathbf S$. Second, the spin component along any unit vector is $\pm\tfrac12$, so $(\mathbf n\cdot\mathbf S)^2=\tfrac14$. Third, $\mathbf S\cdot\mathbf J=\tfrac34+\mathbf L\cdot\mathbf S$. Hence
\begin{align}
\mathbf D\cdot\mathbf J&=\tfrac34-\tfrac34-\mathbf L\cdot\mathbf S=-\mathbf L\cdot\mathbf S,\\
\mathbf N\cdot\mathbf J&=l(l+1)+\mathbf L\cdot\mathbf S-\frac{g_s}{2}\,\mathbf L\cdot\mathbf S=l(l+1)-a\,\mathbf L\cdot\mathbf S,\qquad a=\frac{g_s}{2}-1 .
\label{NJ}
\end{align}
So $\mathbf D\cdot\mathbf J=+1$ for $j=\tfrac12$ and $-\tfrac12$ for $j=\tfrac32$. The projection $\langle D_z\rangle=m_j\langle\mathbf D\cdot\mathbf J\rangle/j(j+1)$ gives $\tfrac12\cdot\tfrac43=\tfrac23$ and $\tfrac32\cdot(-\tfrac12)\cdot\tfrac4{15}=-\tfrac15$, the values obtained above from the wave functions. The dipolar intervals for $g_s=2$ are
\begin{equation}
\Delta^{\rm dip}_{1/2}=1\cdot\frac{E_F}{64}\cdot\frac{1}{3/4}=\frac{E_F}{48},\qquad
\Delta^{\rm dip}_{3/2}=2\cdot\frac{E_F}{64}\cdot\frac{-1/2}{15/4}=-\frac{E_F}{240},
\end{equation}
and the totals are
\begin{equation}
\Delta_{1/2}=\frac{E_F}{48}+\frac{E_F}{48}=\frac{E_F}{24},\qquad
\Delta_{3/2}=\frac{5E_F}{240}-\frac{E_F}{240}=\frac{E_F}{60},
\end{equation}
with $A_{1/2}=E_F/24$ and $A_{3/2}=E_F/120$. Relative to these values the orbital-only answer is low by one half for $2P_{1/2}$ and high by one quarter for $2P_{3/2}$.

The signs can be read from (\ref{H}) written as $H=-\boldsymbol\mu\cdot\mathbf B_e$, where the field of the electron at the proton is $\mathbf B_e\propto-\mathbf N$. The orbit of a negative charge makes a field along $-\mathbf L$. In $|1\uparrow\rangle$ the electron lies mostly near the equatorial plane, its moment points down, and a dipole field in the plane perpendicular to the moment is opposite to the moment. It points up and weakens the orbital field. In $|\tfrac12,\tfrac12\rangle$ the spin is down on the equator and up at the poles, and both regions give a field pointing down, which adds to the orbital one. In both levels the net field opposes $\mathbf J$, and since $g_p>0$ the larger $F$ lies higher.

For $g_s=2$, equation (\ref{NJ}) gives $A_j=K\langle r^{-3}\rangle\,l(l+1)/j(j+1)$ for any $l\ge1$. For $l=0$ the factor $l(l+1)$ vanishes while $\langle r^{-3}\rangle$ diverges, so the formula is undefined as it stands; the interval then comes from the contact term, as in Step 2.

\section*{Numbers}

Energies are quoted as frequencies $E/h$. With CODATA values,
\begin{align}
K&=10^{-7}\times2\times9.27401\times10^{-24}\times5.585695\times5.050784\times10^{-27}=5.232793\times10^{-56}\ \mathrm{J\,m^3},\nonumber\\
\frac{K}{a_0^3h}&=\frac{5.232793\times10^{-56}}{(5.291772\times10^{-11})^3\times6.62607\times10^{-34}}\ \mathrm{Hz}=532.935\ \mathrm{MHz}.
\end{align}
Then $E_F=\tfrac83\times532.935=1421.16$ MHz and $K\langle r^{-3}\rangle=532.935/24=22.206$ MHz. A closed form follows from $\mu_0e^2/4\pi=\alpha\hbar/c$, which is $\alpha=e^2/4\pi\varepsilon_0\hbar c$ with $\mu_0\varepsilon_0c^2=1$: $K=g_p\alpha\hbar^3/2mMc$, and dividing by $a_0^3=\hbar^3/m^3c^3\alpha^3$,
\begin{equation}
E_F=\tfrac43\,g_p\,\alpha^4\,\frac mM\,mc^2 .
\label{EF}
\end{equation}
The false answer is $1421.16/48=29.61$ MHz for both levels. The dipolar parts are $+29.61$ MHz and $-1421.16/240=-5.92$ MHz, so
\begin{align}
\Delta_{1/2}&=29.61+29.61=1421.16/24=59.21\ \mathrm{MHz}\quad(0.245\ \mu\mathrm{eV}),\\
\Delta_{3/2}&=29.61-5.92=1421.16/60=23.69\ \mathrm{MHz}\quad(0.0980\ \mu\mathrm{eV}),
\end{align}
where the unrounded parts have been added. With $A_{1/2}=59.21$ MHz and $A_{3/2}=11.84$ MHz, (\ref{IJ}) places the $2P_{1/2}$ levels at $-\tfrac34A_{1/2}=-44.41$ MHz ($F=0$) and $+\tfrac14A_{1/2}=+14.80$ MHz ($F=1$), and the $2P_{3/2}$ levels at $-\tfrac54A_{3/2}=-14.80$ MHz ($F=1$) and $+\tfrac34A_{3/2}=+8.88$ MHz ($F=2$), each measured from its fine-structure level. The four-figure values belong to the model; the corrections computed below lower them by one to two parts in $10^3$, enough to change the fourth figure of both. $\Delta_{3/2}$ then lies near the rounding boundary 23.65, and its third figure depends on the recoil term discussed at the end.

\section*{Error of first order}

$H$ commutes with $\mathbf F$ but not with $\mathbf J^2$, so it connects the two $F=1$ levels. The element needs $\mathbf D$ between different $j$. Take the real p functions $|i\rangle=\sqrt{3/4\pi}\,n_i$. The angular average of $n_in_an_bn_k$ is a symmetric isotropic tensor, $\kappa(\delta_{ia}\delta_{bk}+\delta_{ib}\delta_{ak}+\delta_{ik}\delta_{ab})$; contracting $i$ with $a$ and $b$ with $k$ gives $1=\kappa(9+3+3)$. Therefore $\langle i|n_an_b|k\rangle=\tfrac15(\delta_{ik}\delta_{ab}+\delta_{ia}\delta_{bk}+\delta_{ib}\delta_{ak})$. From $L_ax_k=-i\varepsilon_{abc}x_b\partial_cx_k=-i\varepsilon_{abk}x_b$ one reads $(L_a)_{ik}=-i\varepsilon_{aik}$, so $(L_aL_b)_{ik}=-\varepsilon_{aiq}\varepsilon_{bqk}=\delta_{ab}\delta_{ik}-\delta_{ak}\delta_{ib}$. Adding the opposite order, $\delta_{ia}\delta_{bk}+\delta_{ib}\delta_{ak}=2\delta_{ab}\delta_{ik}-\{L_a,L_b\}_{ik}$. Within $l=1$,
\begin{equation}
n_an_b=\tfrac35\delta_{ab}-\tfrac15\{L_a,L_b\},\qquad
\mathbf D=\tfrac45\mathbf S-\tfrac35\big[\mathbf L\,(\mathbf L\cdot\mathbf S)+(\mathbf L\cdot\mathbf S)\,\mathbf L\big].
\end{equation}
Between $j=\tfrac32$ on the left and $j=\tfrac12$ on the right, the bracket is $(-1+\tfrac12)\mathbf L$, and $\mathbf S=\mathbf J-\mathbf L$ acts as $-\mathbf L$ because $\mathbf J$ does not change $j$. Thus $\mathbf D\to-\tfrac45\mathbf L+\tfrac3{10}\mathbf L=-\tfrac12\mathbf L$ and $\mathbf N\to\tfrac12\mathbf L$.

Take $M_F=1$, with $\Uparrow,\Downarrow$ for the proton spin. The $j=\tfrac12$ state is $|\tfrac12,\tfrac12\rangle\Uparrow$. Applying $F_-$ to $|\tfrac32,\tfrac32\rangle\Uparrow$ gives the $F=2$ state $\tfrac12\big(\sqrt3\,|\tfrac32,\tfrac12\rangle\Uparrow+|\tfrac32,\tfrac32\rangle\Downarrow\big)$, and the $F=1$ state is orthogonal to it, $\tfrac12\big(\sqrt3\,|\tfrac32,\tfrac32\rangle\Downarrow-|\tfrac32,\tfrac12\rangle\Uparrow\big)$. In $\mathbf I\cdot\mathbf L=I_zL_z+\tfrac12(I_-L_++I_+L_-)$ the last term annihilates $\Uparrow$. From (\ref{CG}), $\langle\tfrac32,\tfrac12|L_z|\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\sqrt{\tfrac23}=\tfrac{\sqrt2}3$ and $L_+|\tfrac12,\tfrac12\rangle=-\sqrt{\tfrac23}\,|1\uparrow\rangle$. Hence
\begin{equation}
\langle\mathbf I\cdot\mathbf L\rangle_{\rm off}=\frac{\sqrt3}{2}\cdot\frac12\Big(-\sqrt{\tfrac23}\Big)-\frac12\cdot\frac12\cdot\frac{\sqrt2}{3}=-\frac{\sqrt2}{4}-\frac{\sqrt2}{12}=-\frac{\sqrt2}{3},
\end{equation}
and $|V|=\tfrac12\cdot\tfrac{\sqrt2}3K\langle r^{-3}\rangle=\tfrac{\sqrt2}{6}\times22.206=5.234$ MHz. The fine-structure gap is $\delta=\tfrac12\alpha^2E_h\cdot\tfrac1{24}\cdot[\tfrac12-(-1)]=\alpha^2E_h/32=5.325135\times10^{-5}\times6.579684\times10^9/32=10949$ MHz.

In second order the two $F=1$ levels repel by $V^2/\delta=5.234^2/10949$ MHz $=2.50$ kHz, while $F=0$ and $F=2$ have no partner among the 2P states. The $F=1$ level is the upper one in $2P_{1/2}$ and moves down; it is the lower one in $2P_{3/2}$ and moves up. Both intervals shrink by the same amount. Numerical diagonalization of the spin--orbit plus hyperfine matrix in all twelve 2P states gives 2.51 kHz for each. The slightly larger value follows from the first-order shifts, which bring the two $F=1$ levels closer, to $10949.3-2\times14.80=10919.7$ MHz, and $5.234^2/10919.7$ MHz $=2.509$ kHz. The reduction is about $10^{-4}$ of $\Delta_{3/2}$ and less of $\Delta_{1/2}$.

By (\ref{EF}) and $\delta=\alpha^4mc^2/32$, the amplitude of the admixture of the other $j$ is $|V|/\delta=\tfrac{\sqrt2}6\cdot\tfrac{32}{64}\cdot\tfrac43\,g_p\,m/M=\tfrac{\sqrt2}9\,g_p\,m/M$. The first-order shifts reduce the separation of the two $F=1$ levels to $\delta-\tfrac43K\langle r^{-3}\rangle$, with $K\langle r^{-3}\rangle/\delta=\tfrac23g_p\,m/M$, so both corrections are small because $g_p\,m/M\ll1$. This first-order separation would vanish at $m/M=9/8g_p\approx0.2$. The levels themselves do not meet there: the element $V$ keeps them $2|V|=\delta/2\sqrt2\approx0.35\,\delta$ apart, and each is an equal mixture of $j=\tfrac12$ and $j=\tfrac32$. The $A^2$ term dropped in Step 1 is proportional to $(\mathbf I\times\mathbf n)^2/r^4$, and $(\mathbf I\times\mathbf n)^2=\mathbf I^2-(\mathbf n\cdot\mathbf I)^2=\tfrac34-\tfrac14=\tfrac12$ for $I=\tfrac12$; it shifts all $F$ alike and leaves the intervals unchanged. The nearby 2S level does not mix, because $H$ is even under $\mathbf r\to-\mathbf r$. Admixtures of other $n$ have denominators of order $E_h$. In second order in $H$ their relative effect is estimated as $E_F/E_h\approx2\times10^{-7}$. The spin--orbit term mixes in the same $np$ states, and its cross term with $H$, which is first order in $\boldsymbol\mu$, is larger. With lengths in $a_0$, energies in $E_h$ and $u=rR$, write the first-order radial function for the perturbation $r^{-3}$ as $\chi u$, so that $(u^2\chi')'=2(r^{-3}-\tfrac1{24})u^2$. With $w(r)=\int_0^r(t^{-3}-\tfrac1{24})u^2\,dt=\tfrac1{24}e^{-r}\big(\tfrac{r^2}2+\tfrac{r^3}6+\tfrac{r^4}{24}\big)$, the sum over other $n$ is $G=-2\int_0^\infty w^2/u^2\,dr=-\tfrac{49}{864}$. The intervals change by the relative amount $\alpha^2\,\mathbf L\cdot\mathbf S\;G/\langle r^{-3}\rangle=-\tfrac{49}{36}\alpha^2\,\mathbf L\cdot\mathbf S$, that is $+4.3$ kHz for $2P_{1/2}$ and $-0.9$ kHz for $2P_{3/2}$. This is one part of the relativistic correction of order $\alpha^2$, and it is comparable to the 2.5 kHz found above.

\section*{What the model leaves out}

Relativistic corrections are of relative order $\alpha^2\approx5\times10^{-5}$. The Dirac equation for a fixed point proton, quoted here without derivation, gives $+\tfrac32\alpha^2$ for 1S, $+\tfrac{47}{24}\alpha^2\approx1.0\times10^{-4}$ (6 kHz) for $2P_{1/2}$ and $+\tfrac7{24}\alpha^2$ (0.4 kHz) for $2P_{3/2}$. Two other effects are larger.

For a proton of finite mass the Coulomb problem contains the reduced mass $m_r=m/(1+m/M)$, and $a_0$ becomes $a_0m/m_r$. With $K$ unchanged, $|\psi(0)|^2$ and $\langle r^{-3}\rangle$ both gain the factor $(m_r/m)^3=(1+0.000544617)^{-3}=0.998368$. The ratios $1/24$ and $1/60$ are unchanged, while $E_F=0.998368\times1421.16=1418.84$ MHz, $\Delta_{1/2}=59.12$ MHz and $\Delta_{3/2}=23.65$ MHz. The second of these lies just below 23.65, so to three figures the pair reads 59.1 and 23.6: the rounded values depend on which $E_F$ is meant.

The electron has $a=0.00115965$, not zero. Equation (\ref{NJ}) gives $\mathbf N\cdot\mathbf J=2+a$ for $j=\tfrac12$ and $2-\tfrac a2$ for $j=\tfrac32$. With $E_F$ kept at its $g_s=2$ definition,
\begin{equation}
\Delta_{1/2}=\frac{E_F}{24}\Big(1+\frac a2\Big),\qquad\Delta_{3/2}=\frac{E_F}{60}\Big(1-\frac a4\Big),
\end{equation}
with factors 1.00058 and 0.99971, which turn the reduced-mass values into $59.118\times1.00058=59.15$ MHz and $23.647\times0.99971=23.64$ MHz. The 1S interval is proportional to $g_s/2$ and gains $1+a$, so the ratios of the intervals are exactly $1/24$ and $1/60$ only for $g_s=2$.

These last values are still incomplete at relative order $m/M\approx5\times10^{-4}$. The proton moves with a speed $m/M$ times that of the electron, and its moment, moving through the electric field $\mathbf E$ of the electron, has a motional coupling of order $\mu v_pE/c^2$, against $\mu v_eE/c^2$ for the orbital term. That coupling is not derived here. The standard Breit result, which includes the Thomas precession of the proton, multiplies the orbital term by $1+(1-1/g_p)\,m/M$. This raises each interval by about 13 kHz, to 59.17 and 23.65 MHz, and $\Delta_{3/2}$ then lies just above 23.65, also after the 2.5 kHz of second order is subtracted, so it rounds to 23.7. The values 59.15 and 23.64 MHz are therefore not predictions for the atom in their fourth figure, and 23.64 MHz is not one in its third.
